# Importance sampling of a part-per-million lognormal line failure probability

A line whose lifetime is lognormal, with median \(t_m\) and logarithmic standard deviation \(\sigma\), fails before a target time \(t_L\) with probability

\[
p=\Phi(-b),\qquad b=\frac{\ln(t_m/t_L)}{\sigma},
\]

where \(\Phi\) is the standard normal distribution function. Direct simulation needs about \(1/(p\varepsilon^2)\) lines for a relative standard error \(\varepsilon\). If the Gaussian variables behind the lifetime are instead drawn around a centre moved a distance \(s\) straight towards failure, and each failure is weighted by the ratio of the original to the shifted density, the mean is still \(p\). The variance per draw falls by the factor

\[
R=\frac{p(1-p)}{M-p^2},\qquad M=e^{s^2}\Phi(-b-s).
\]

For the line treated below, \(p=1.006\) ppm and the best shift gives \(R=1.86\times10^5\). A shift of the wrong length or direction can make \(R\) smaller than one.

## The line and its exact tail

Electromigration is the drift of metal atoms driven by the current. In Black's law the median lifetime varies as \(j^{-n}\exp(E_a/kT)\), with current density \(j\), activation energy \(E_a\), absolute temperature \(T\) and Boltzmann constant \(k\). Let the line carry a fixed current \(I\) and have height \(h_0\) and random width \(W=W_0e^{\sigma_wZ_2}\). Then

\[
j=\frac{I}{Wh_0}=j_0e^{-\sigma_wZ_2},\qquad j^{-n}=j_0^{-n}e^{n\sigma_wZ_2}.
\]

In this model a wide line lives longer only because its current density is lower. Width can also enter in other ways, for instance through the size of void needed for failure; a lifetime going as \(W^2\) at fixed current, with all else unchanged, would raise the \(p\) found below from 1.0 to 5.6 ppm. Intrinsic scatter, for instance from the grain structure, adds a factor \(e^{\sigma_iZ_1}\). With \(Z_1,Z_2\) independent standard normals, the lifetime \(\tau\) obeys

\[
\ln\tau=\ln t_m+\sigma_iZ_1+n\sigma_wZ_2 .
\]

Variances of independent terms add, so \(\sigma^2=\sigma_i^2+n^2\sigma_w^2\). Define the unit vector \(a=(\sigma_i,n\sigma_w)/\sigma\). Then \(\ln\tau=\ln t_m+\sigma\,a\cdot Z\), and failure, \(\tau\le t_L\), means

\[
a\cdot Z\le-\frac{\ln(t_m/t_L)}{\sigma}=-b .
\]

Since \(a\cdot Z\) is standard normal, \(p=\Phi(-b)\). We take \(b>0\): the target is shorter than the median life. The failure region is a half-plane at distance \(b\) from the origin, and its most probable point is \(-b\,a\). This exact answer makes the problem a benchmark for a method whose use lies with lifetime laws that have no closed tail.

The example is a narrow damascene line, 50 nm wide and 100 nm high, with \(n=1\) and \(E_a=0.90\) eV. Its median life is 40 h in a test at 573.15 K and 2 MA/cm². In use it runs at 378.15 K and 1 MA/cm², a current of 50 µA. The thermal acceleration factor is

\[
\exp\!\left[\frac{E_a}{k}\left(\frac1{378.15\,\mathrm K}-\frac1{573.15\,\mathrm K}\right)\right]=12048,
\]

and halving the current density gives another factor 2. The median life in use is therefore \(40\times2\times12048\) h, or 109.95 years. With \(\sigma_i=0.49\) and \(\sigma_w=0.12\),

\[
\sigma=\sqrt{0.49^2+0.12^2}=0.5045,\qquad
b=\frac{\ln(109.95/10)}{0.5045}=4.752
\]

for a target of ten years. Hence \(p=1.006\times10^{-6}\), and \(a=(0.971,0.238)\).

## What goes wrong with direct simulation

Direct Monte Carlo draws \(N\) lines and averages the indicator \(\mathbf 1_F\), which is 1 for a failed line and 0 otherwise. Because \(\mathbf 1_F^2=\mathbf 1_F\), its variance is \(p-p^2\). The relative standard error of the average is

\[
\varepsilon=\frac1p\sqrt{\frac{p(1-p)}N}\simeq\frac1{\sqrt{Np}}\qquad(p\ll1).
\]

It depends on the expected number of failures, \(Np\), and the surviving lines add almost nothing. An error of 10% takes 100 expected failures, here \(9.9\times10^7\) lines.

A simulation of \(4\times10^7\) lines should give 40.2 failures, with a standard deviation of 6.3. The one carried out gave 27, hence an estimate of 0.675 ppm. This is 2.1 standard deviations low, an uncommon but unremarkable fluctuation. It leaves a 33% error after forty million lines.

The cure must put failures into the sample without changing the quantity estimated.

## Moving the draws and paying for it

Let \(f(z)=(2\pi)^{-1}e^{-|z|^2/2}\) be the original density of \(z=(z_1,z_2)\). Draw instead from \(q(z)=f(z+su)\), a Gaussian of the same width centred at \(-su\), with \(u\) a unit vector and \(s\ge0\). The weight that compensates is

\[
w=\frac fq=\exp\!\left[\frac{|z+su|^2-|z|^2}2\right]
=\exp\!\left[s\,u\cdot z+\frac{s^2}2\right].
\]

The cross term in \(|z+su|^2\) is \(2s\,u\cdot z\), and \(|u|^2=1\). For a shift straight towards failure, \(u=a\), the product \(u\cdot z\) is strongly negative deep in the failure region and the weight is small: such draws have been made too common and must count for less.

Writing \(E_q\) for an average over \(q\),

\[
E_q[\mathbf 1_Fw]=\int\mathbf 1_F\frac fq\,q\,d^2z=\int\mathbf 1_Ff\,d^2z=p .
\]

The cancellation is allowed because a Gaussian \(q\) vanishes nowhere. The average

\[
\hat p=\frac1N\sum_{k=1}^N\mathbf 1_F(z_k)\,w(z_k)
\]

is therefore unbiased for every \(N\), every \(s\) and every \(u\). The argument does not use the half-plane shape of \(F\), so it also covers nonlinear lifetime laws. It does require that each draw be weighted with a shift fixed before that draw is made. If the shift is tuned on a pilot sample, the new draws satisfy the proof given the shift. The pilot may be discarded, or kept with its own weights and a share fixed in advance. If the shares, or the choice between runs, are set from the sample variances, the proof no longer applies: for the line treated here, 500 pilot draws centred at \((-4.5,0)\) and 500 tuned draws, combined with inverse-variance shares, give a mean about 2% low, whether the tuned centre is the weighted mean of the pilot failures, the minimiser of the pilot's estimate of the second moment, or the exact optimum.

## The price of a shift

Unbiasedness does not make an estimate useful; the second moment decides that. One factor \(w\) turns \(q\) back into \(f\), and the other remains:

\[
M=E_q[\mathbf 1_Fw^2]=\int_Ff\,w\,d^2z
=e^{s^2/2}\int_Ff(z)\,e^{s\,u\cdot z}\,d^2z .
\]

Completing the square,

\[
-\frac{|z|^2}2+s\,u\cdot z=-\frac{|z-su|^2}2+\frac{s^2}2 ,
\]

so the integrand is \(e^{s^2/2}f(z-su)\), a Gaussian centred at \(+su\), on the side away from the draws. A variable with this density is \(Z+su\), with \(Z\) standard normal. It lies in \(F\) when \(a\cdot Z+s\,a\cdot u\le-b\). With \(\cos\theta=a\cdot u\),

\[
M=e^{s^2}\,\Phi(-b-s\cos\theta).
\]

The first factor is the cost of moving and the second is the benefit of moving the right way. At fixed \(s\), \(M\) is smallest for \(\theta=0\), so the best direction is \(u=a\).

On the failure set an aligned shift also bounds the weights. There \(a\cdot z\le-b\), hence \(w\le e^{s^2/2-sb}\). No single draw can dominate once \(Np\) is far above this bound. At \(s=0\) and at \(s=2b\) the bound is 1, here about \(10^6p\), and gives little protection. The moments of \(\mathbf 1_Fw\) are finite for any shift of this kind, but without the bound they can be enormous. At the best shift found below, the bound is \(12.5\,p\).

## How far to move

For \(u=a\) we minimise \(\ln M=s^2+\ln\Phi(-b-s)\). Let \(\varphi\) be the standard normal density and \(h(x)=\varphi(x)/\Phi(-x)\). Then

\[
\frac{d\ln M}{ds}=2s-h(b+s),\qquad
\frac{d^2\ln M}{ds^2}=2-h'(b+s).
\]

The properties of \(h\) follow from a standard normal \(Z\) conditioned on \(Z>x\). Since \(\int_x^\infty z\varphi\,dz=\varphi(x)\), its mean is \(h(x)\), and therefore \(h(x)>x\). Integration by parts gives \(\int_x^\infty z^2\varphi\,dz=x\varphi(x)+\Phi(-x)\), so its variance is

\[
1+xh-h^2=1-h(h-x).
\]

Differentiating \(h\) with \(\varphi'=-x\varphi\) gives \(h'=-xh+h^2=h(h-x)\), so the variance equals \(1-h'\). A variance is positive, hence \(h'<1\); and \(h>0\), \(h>x\) give \(h'>0\). For \(x>0\), \(h(h-x)<1\) also gives \(h-x<1/h<1/x\). Together,

\[
0<h'<1,\qquad x<h(x)<x+\frac1x\quad(x>0).
\]

The second derivative of \(\ln M\) thus lies between 1 and 2, and there can be only one minimum. At \(s=b\) the slope is \(2b-h(2b)<0\). At \(s=b+1/(2b)\) it exceeds

\[
2s-(b+s)-\frac1{b+s}=\frac1{2b}-\frac1{2b+1/(2b)}>0 .
\]

The minimum \(s_*\) therefore exists and satisfies

\[
2s_*=h(b+s_*),\qquad b<s_*<b+\frac1{2b}.
\]

The centre belongs slightly beyond the failure boundary. In the example a numerical root search gives \(s_*=4.854\), between 4.752 and 4.857, and the centre is \((-4.715,-1.155)\).

The simpler choice \(s=b\) costs little. The slope vanishes at \(s_*\) and the second derivative is below 2, so \(\ln M(b)-\ln M(s_*)<(s_*-b)^2<1/(4b^2)\), about 1% here. The computed values of \(M/p^2\) are 6.386 at \(s=b\) and 6.352 at \(s_*\).

## Why the gain grows in the far tail

The bounds on \(h\) give \(\Phi(-x)=\varphi(x)/h(x)\simeq\varphi(x)/x\) for large \(x\). With \(s=b\),

\[
\frac M{p^2}\simeq e^{b^2}\,\frac{\varphi(2b)}{2b}\,\frac{b^2}{\varphi(b)^2}
=\frac b2\,e^{b^2-2b^2+b^2}\,\frac{2\pi}{\sqrt{2\pi}}
=b\sqrt{\frac\pi2}.
\]

The exponentials cancel. The relative variance per draw, \(M/p^2-1\), grows in proportion to \(b\), while that of direct simulation is \(1/p\simeq b\sqrt{2\pi}\,e^{b^2/2}\). To leading order their ratio is

\[
R\simeq\frac{b\sqrt{2\pi}\,e^{b^2/2}}{b\sqrt{\pi/2}}=2e^{b^2/2}.
\]

At \(b=4.752\) this gives \(1.6\times10^5\), a fair guide to the full result

\[
R=\frac{1-p}{p\,(M/p^2-1)}\simeq\frac1{1.006\times10^{-6}\times5.352}=1.86\times10^5 .
\]

A relative error of 10% now takes \(5.352/0.1^2\simeq535\) draws instead of \(9.9\times10^7\). These are counts of lifetime evaluations, not computing times; the extra work per draw is one exponential for the weight.

## Shifts that fail

**Too long.** The method loses to direct sampling once \(M>p\). For large \(b\) and \(u=a\),

\[
\frac Mp\simeq\frac b{b+s}\,e^{s^2-(b+s)^2/2+b^2/2}=\frac b{b+s}\,e^{s^2/2-sb}.
\]

At \(s=2b\) the exponent is zero and the ratio is \(1/3\), so a small gain survives. Near there the exponent rises at the rate \(s-b\simeq b\), which puts break-even at \(s\simeq2b+(\ln3)/b=9.74\). The full expression gives 9.73. Overshooting by a factor of two wastes nearly the whole gain.

**Misdirected.** Keep \(s=s_*\simeq b\) and turn \(u\) away from \(a\). Equating the leading exponents of \(M\) and \(p\),

\[
b^2-\frac{b^2(1+\cos\theta)^2}2=-\frac{b^2}2,
\]

gives \((1+\cos\theta)^2=3\), so \(\cos\theta=\sqrt3-1\) and \(\theta\simeq42.9^\circ\). The full expression gives \(43.3^\circ\).

Two tempting simplifications fall on opposite sides of this limit. Shifting the intrinsic variable alone has \(\cos\theta=0.971\). At the same \(s\), \(R\) drops to \(4.3\times10^4\), a loss of a factor 4.4 that one might accept. Shifting the width alone has \(\cos\theta=0.238\) and, again at \(s=s_*\), gives \(R=3.4\times10^{-8}\): the variance is thirty million times that of direct simulation. The best length for that direction, \(s\simeq0.6\), avoids the loss but gains only \(R\simeq1.4\).

Both failures can hide. At \(s=2b\) a typical run of 20,000 draws returns about 5% of \(p\), with one draw carrying most of the sum, and the nominal 95% interval contains \(p\) in only about one run in five. The width-only shift at \(s=s_*\) is more extreme. The integrand of \(M\) is a Gaussian centred at \(su=(0,4.85)\), cut off by the boundary. Its largest value in \(F\) is at the boundary point nearest that centre,

\[
su-(b+s\cos\theta)\,a\simeq(-5.7,\,3.4).
\]

The draws are centred at \((0,-4.85)\), about ten standard deviations away. A run of any practical size has no draws there, so its sample variance misses the main part of the true variance and its quoted error is too small. The draws also lie about six standard deviations from \(-b\,a\), where most of \(p\) comes from, so the estimate is usually far too low as well: a typical run of \(10^6\) draws returns about 0.03 ppm, with a quoted error about half as large. That error is small in absolute terms only, and its large relative size is a warning. A small standard error is thus no proof of a good shift; the direction must come from the lifetime law.

## The procedure and its measured performance

1. Find the most probable failure point. Here it is \(-b\,a\); for a nonlinear law, minimise \(|z|\) subject to \(\tau(z)=t_L\).
2. Fix the centre at that point, or slightly beyond it if the boundary is nearly flat.
3. Draw \(z_k\) from the shifted Gaussian, evaluate each lifetime, and set \(x_k=w(z_k)\) for a failure and \(x_k=0\) otherwise.
4. Report the mean of all \(N\) values \(x_k\), zeros included, with standard error \(\sqrt{v/N}\), where \(v\) is their sample variance.

For a nonlinear law the mean remains unbiased, but the formula for \(M\) no longer holds. A boundary that curves towards the origin shortens the best shift and can remove most of the gain, even for a single region with a unique most probable point. Take failure as \(z_1\le-b+\kappa z_2^2/2\) with the same \(b\); the point \((-b,0)\) is the most probable one for \(\kappa b<1\). A centre there gives \(R=7.3\times10^4\), \(1.6\times10^3\) and about 6 for \(\kappa=0.1\), 0.15 and 0.2. At \(\kappa=0.2\) the best centre lies 2.1 short of that point and gives \(R\simeq630\), while with the centre at the point the nominal 95% intervals from 5000 draws contain \(p\) in only about 70% of runs, and even with the best centre in only about 86%. For this boundary the best centre lies beyond the point only for \(\kappa\) below about 0.07, that is \(\kappa b\lesssim1/3\); this is the sense of "nearly flat" in step 2. If there are several separate failure regions, a single shift may neglect one of them, and without any warning: for two half-plane regions at the same distance \(b\), in orthogonal or opposite directions, 20,000 draws at the best shift for one of them typically return half the total probability with a quoted error of 1.6%.

With \(s=s_*\), \(u=a\) and 20,000 draws, the first run gave \(1.016\pm0.017\) ppm, against the exact 1.006 ppm. In 400 such runs, 54% of the draws were failures, as expected from \(\Phi(s_*-b)\). The mean over all runs was \(1.0054\pm0.0008\) ppm, which differs from the exact 1.0057 ppm by 0.3 standard errors. The nominal 95% intervals, 1.96 standard errors either side, contained the exact value in 96% of the runs.

Dividing the sample variance of the direct simulation by the mean sample variance of these runs gives a measured reduction of \(1.25\times10^5\), below the predicted \(1.86\times10^5\). The shortfall comes from the direct side, whose variance estimate is proportional to its failure count: \(27/40.2=0.67\), the same as the ratio of the two reductions. Measuring the direct variance by direct simulation is itself a rare-event problem. Putting the shifted estimate \(\hat p\) into \(p(1-p)\) avoids it: one run of 20,000 draws then gives \(R\) to about 1%.

A milder target allows both variances to be measured independently. At \(b=3\), where \(p=1350\) ppm, both methods were run 2000 times with 2000 draws each, the shift being optimised for this \(b\). The ratio of the run-to-run variances was 221.8, against a predicted 221.9. The statistical uncertainty of such a ratio is about 5%, so the closer agreement is luck.

## What the precise number is worth

The sampling error concerns the model's tail, not the life of real lines. Suppose that \(t_m\) and \(\sigma\) come from \(m\) tested lines, the acceleration factor being known. In units of \(\sigma\), the mean log life has variance \(1/m\), and the sample standard deviation has variance of about \(1/[2(m-1)]\). The two are independent for normal data. A relative error \(\delta\) in \(\sigma\) changes \(b\) by \(-b\delta\), so to first order

\[
\Delta b\simeq\sqrt{\frac1m+\frac{b^2}{2(m-1)}} .
\]

For \(m=30\) this is 0.65, mostly from \(\sigma\). Moving \(b\) up or down by this amount takes \(p\) to 0.033 or 20 ppm. The exact spread at this \(m\) is slightly larger, 0.69, and skewed; a 68% confidence interval for \(b\) corresponds to \(p\) between about 0.04 and 24 ppm. Beyond a few hundred draws, more simulation does little for the forecast; more test lines help only while the error in the acceleration factor is the smaller one. An error of 0.05 eV in \(E_a\) moves \(b\) by about 1.0, already more than the 0.65 above, and more lines at one test condition do not reduce it: going from 30 to 1000 lines lowers the combined error only from 1.2 to 1.0. If \(E_a\) must itself be fitted, ten lines at each of 250, 300 and 350 °C fix it to about 0.06 eV and \(b\) to about 1.6.

The parameters are round values chosen for illustration; a 12% scatter is large for the mean width of a long line. Real lines also depart from the model. The following estimates change one thing at a time, with the test median held at 40 h:

- An activation energy lower by 0.05 eV gives 101 ppm.
- A line 5 K hotter in use gives 27 ppm.
- A current exponent of 1.5 or 2 instead of 1, entering both the acceleration and the width term, gives 0.07 or 0.007 ppm.
- Joule heating in a dense array, half metal by area and with every line on, is \(j^2\rho h_0/2\) per unit area. With resistivity \(\rho=5\) µΩ cm and 1000 nm of dielectric of conductivity 0.3 W/(m K) below, the rise is 0.8 K and \(p=1.8\) ppm if the test line ran at its nominal temperature. If the test structure was equally dense, it ran about 4 K hot at twice the current and higher resistivity; left uncorrected, this reverses the sign and \(p\) is 0.5 ppm.
- A drift velocity with a factor \(1/T\) makes lifetime proportional to \(T\) besides the exponential, and gives 43 ppm if 0.90 eV is the activation energy in that law. If 0.90 eV was instead fitted with Black's law to tests at 250 to 350 °C, the fit has absorbed the prefactor: the underlying energy is then 0.95 eV and \(p\) falls to 0.4 ppm. The fall of resistivity on cooling is left out of both figures. At fixed effective charge and fixed activation energy it lengthens life: with 5 µΩ cm in use and a slope of 0.0068 µΩ cm/K, as in bulk copper, the 43 ppm falls to about 6 ppm, and with 3 µΩ cm to 1.6 ppm. In the fitted case it is absorbed as well: with 5 µΩ cm the underlying energy is 0.92 eV and \(p\) is about 0.85 ppm.
- Stress backflow, modelled by replacing \(j\) with \(j-j_c\), lengthens life. For a 100 µm line and a threshold product of 3000 A/cm, \(j_c=0.3\) MA/cm². Integrating numerically over width gives 0.26 ppm if the test line was also 100 µm long, and 0.07 ppm if it was 400 µm long. The result falls steeply for shorter lines in use, and below 30 µm a line of nominal width does not fail at all in this model.
- If 0.1% of lines have a median life five times shorter and the same \(\sigma\), \(p\) is 60 ppm; a scatter of 0.3 or 0.7 for these lines gives 5 or 131 ppm.

Stress backflow makes the lifetime depart from a lognormal, and the last item adds a second population. No sampling scheme can find a weak population that the model omits. If its fraction, median and scatter are known, each population can be sampled with its own shift and the results added in proportion.

For \(N_c\) independent lines on a chip, the chance of at least one failure is \(1-(1-p)^{N_c}\simeq N_cp\) when \(N_cp\ll1\). With \(N_c=10^4\) it is 1.0% in ten years. Lines on one chip share process and temperature, so independence is a further assumption. Errors in \(p\) carry over almost in proportion only while \(N_cp\) stays small. The larger values listed above exceed that range: 27 ppm gives 24% and 101 ppm gives 63%.
